# Bounds on the fringe-free permittivity of a gap with a void: verification in Python

```python
"""
Result under test: a rectangular void (permittivity 1) spans a fraction a=0.6
of the spacing s and b=0.8 of the height h of a gap filled with k_d=3.
Without fringe flux, k_eff = C' s/(eps0 h) obeys k_L <= k_eff <= k_U, where
  k_L = (1-b) k_d + b / (a + (1-a)/k_d)             (flux walls inserted)
  1/k_U = (1-a)/k_d + a / (b + (1-b) k_d)           (equipotentials inserted)
for all h/s and void positions; k_eff falls from k_U to k_L as h/s grows.
C' is capacitance per unit length. The independent road is a 2D finite-element
solution: the potential gives an upper value and the flux function a lower one.
"""
from fractions import Fraction
import numpy as np
from scipy import constants as const
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve
from scipy.special import ellipk

N = 20  # elements per segment between material edges (even)


def graded(edges, n=N):
    """Grid nodes clustered at every material edge."""
    u = np.linspace(0.0, 1.0, n + 1)
    for _ in range(2):
        u = (1.0 - np.cos(np.pi * u)) / 2.0
    nodes = [float(edges[0])]
    for left, right in zip(edges[:-1], edges[1:]):
        nodes.extend(left + (right - left) * u[1:])
    return np.array(nodes)


def minimize_energy(x, y, coeff, fixed, values):
    """Minimize integral coeff*|grad f|^2 with bilinear elements."""
    dx, dy = np.diff(x)[:, None], np.diff(y)[None, :]
    stiff = np.array([[1.0, -1.0], [-1.0, 1.0]])
    mass = np.array([[2.0, 1.0], [1.0, 2.0]]) / 6.0
    part_x, part_y = np.kron(stiff, mass), np.kron(mass, stiff)
    ids = np.arange(x.size * y.size).reshape(x.size, y.size)
    corner = [ids[:-1, :-1], ids[:-1, 1:], ids[1:, :-1], ids[1:, 1:]]
    rows, cols, data = [], [], []
    for p in range(4):
        for q in range(4):
            entry = coeff * (part_x[p, q] * dy / dx + part_y[p, q] * dx / dy)
            rows.append(corner[p].ravel())
            cols.append(corner[q].ravel())
            data.append(entry.ravel())
    matrix = coo_matrix((np.concatenate(data),
                         (np.concatenate(rows), np.concatenate(cols))),
                        shape=(ids.size, ids.size)).tocsr()
    f = np.where(fixed, values, 0.0).ravel()
    free = np.flatnonzero(~fixed.ravel())
    rhs = -(matrix @ f)[free]
    f[free] = spsolve(matrix[free][:, free].tocsc(), rhs)
    return float(f @ (matrix @ f)), f.reshape(x.size, y.size)


def fill(regions):
    return np.repeat(np.repeat(np.array(regions, float), N, 0), N, 1)


def gap_values(x_edges, y_edges, regions):
    """Lower and upper finite-element k_eff, and the potential."""
    x, y = graded(x_edges), graded(y_edges)
    eps = fill(regions)
    shape = (x.size, y.size)
    fixed = np.zeros(shape, bool)
    values = np.zeros(shape)
    fixed[[0, -1], :] = True
    values[-1, :] = 1.0
    cap_high, phi = minimize_energy(x, y, eps, fixed, values)
    fixed = np.zeros(shape, bool)
    values = np.zeros(shape)
    fixed[:, [0, -1]] = True
    values[:, -1] = 1.0
    inverse_cap, _ = minimize_energy(x, y, 1.0 / eps, fixed, values)
    scale = (x[-1] - x[0]) / (y[-1] - y[0])
    return scale / inverse_cap, scale * cap_high, phi


def void_regions(k_d, k_v=1.0):
    regions = np.full((3, 3), float(k_d))
    regions[1, 1] = k_v
    return regions


# Closed-form bracket, in exact fractions
a, b, kd = Fraction(3, 5), Fraction(4, 5), Fraction(3)
k_low = (1 - b) * kd + b / (a + (1 - a) / kd)
k_high = 1 / ((1 - a) / kd + a / (b + (1 - b) * kd))
k_slab = 1 / (a + (1 - a) / kd)
k_middle = b + (1 - b) * kd
void_fraction = a * b
k_series = 1 / (void_fraction + (1 - void_fraction) / kd)
k_parallel = void_fraction + (1 - void_fraction) * kd
assert Fraction(169, 100) < k_low < k_high < Fraction(178, 100)
KL, KU = float(k_low), float(k_high)
ROUND = 1e-6  # allowance for linear-solver rounding on stretched grids

# Solver check: void over the full height is a simple series laminate
lam = np.array([[3.0] * 3, [1.0] * 3, [3.0] * 3])
lam_low, lam_high, _ = gap_values([0, .2, .8, 1], [0, .1, .9, 1], lam)
assert abs(lam_high - float(k_slab)) < 1e-5
# Flux function must be continuous in x, and is exact for the laminate too
assert lam_low <= lam_high + ROUND and abs(lam_low - float(k_slab)) < 1e-5

# Bounds, monotonic fall and both limits over the aspect ratio h/s
aspects = [0.01, 0.1, 0.5, 1.0, 2.0, 5.0, 100.0]
scan = []
for ratio in aspects:
    lo, hi, _ = gap_values([0, .2, .8, 1],
                           [0, .1 * ratio, .9 * ratio, ratio],
                           void_regions(3))
    assert KL - ROUND <= lo <= hi + ROUND and hi <= KU + ROUND
    scan.append((lo, hi))
for earlier, later in zip(scan[:-1], scan[1:]):
    assert earlier[0] > later[1]  # separated enclosures: a strict fall
assert KU - scan[0][0] < 0.05 * (KU - KL)
assert scan[-1][1] - KL < 0.05 * (KU - KL)

# Worked example, lengths in nm
s, h, w, volts = 40.0, 80.0, 40.0, 1.0
wall = (1 - float(a)) * s / 2
cap_layer = (1 - float(b)) * h / 2
void_w, void_h = float(a) * s, float(b) * h
xe = [0.0, wall, s - wall, s]
ye = [0.0, cap_layer, h - cap_layer, h]
ex_lo, ex_hi, phi = gap_values(xe, ye, void_regions(3))
assert ex_hi - ex_lo < 2e-3
k_ex = (ex_lo + ex_hi) / 2

# Off-centre void: same bounds, generally another value
off_lo, off_hi, _ = gap_values([0, 2, 26, 40], [0, 12, 76, 80],
                               void_regions(3))
assert KL - ROUND <= off_lo <= off_hi + ROUND and off_hi <= KU + ROUND

to_aF_um = const.epsilon_0 * 1e12  # F/m to aF/um
c_example = k_ex * h / s * to_aF_um
c_solid = 3 * h / s * to_aF_um

# Void voltage and field at mid-height; 1 V/nm = 10 MV/cm
mid = N + N // 2
void_voltage = volts * (phi[2 * N, mid] - phi[N, mid])
void_field = 10 * void_voltage / void_w
tube_field = 10 * volts / (void_w + 2 * wall / 3)
assert abs(void_field / tube_field - 1) < 0.03
mean_field = 10 * volts / s

# Fringe flux: array of lines at alternating potentials, embedded in k=3
far = 200.0
xf_edges = [0, w / 2, w / 2 + wall, w / 2 + s - wall, w / 2 + s, w + s]
yf_edges = [-far, -40, 0, cap_layer, h - cap_layer, h, h + 40, h + far]
xf, yf = graded(xf_edges), graded(yf_edges)
X, Y = np.meshgrid(xf, yf, indexing="ij")
in_height = (Y > -1e-9) & (Y < h + 1e-9)
left_line = in_height & (X < w / 2 + 1e-9)
right_line = in_height & (X > w / 2 + s - 1e-9)
metal = left_line | right_line
solid = np.full((5, 7), 3.0)
airgap = solid.copy()
airgap[2, 3] = 1.0
cap_solid, _ = minimize_energy(xf, yf, fill(solid), metal,
                               right_line.astype(float))
cap_void, _ = minimize_energy(xf, yf, fill(airgap), metal,
                              right_line.astype(float))
k_total = 3 * cap_void / cap_solid
fringe_part = 1 - k_ex * (h / s) / cap_void

# Fringe-solver check: flat strips on a half-space, elliptic integrals
xs, ys = graded([0, w / 2, w / 2 + s, w + s]), graded([0, 40, far])
on_plane = np.zeros((xs.size, ys.size), bool)
on_plane[(xs < w / 2 + 1e-9) | (xs > w / 2 + s - 1e-9), 0] = True
right = np.zeros(on_plane.shape)
right[xs > w / 2 + s - 1e-9, 0] = 1.0
strip_cap, _ = minimize_energy(xs, ys, np.ones((xs.size - 1, ys.size - 1)),
                               on_plane, right)
modulus = np.sin(np.pi * s / (2 * (w + s)))
strip_exact = ellipk(1 - modulus**2) / (2 * ellipk(modulus**2))
assert abs(strip_cap / strip_exact - 1) < 0.02  # coarse grid far from edges
# Flux walls at the gap mouths can only lower the total capacitance
assert cap_solid / 3 > h / s + 2 * strip_exact
assert k_total > KU


def k_mean(x_edges, regions):
    lo, hi, _ = gap_values(x_edges, ye, regions)
    return (lo + hi) / 2


# Other neglected effects
liner = 2.0
lined = np.full((5, 3), 3.0)
lined[[0, -1], :] = 5.0
lined[2, 1] = 1.0
k_liner = k_mean([0, liner, wall, s - wall, s - liner, s], lined)
k_thick = k_mean([0, wall + 1, s - wall - 1, s], void_regions(3))
k_warm = k_mean(xe, void_regions(3.03))
k_air = k_mean(xe, void_regions(3, 1.0006))
assert k_liner > k_ex and k_thick > k_ex and k_warm > k_ex > 0
strength, ionization, work_function = 5.0, 12.0, 4.5  # rough typical values
barrier = (work_function - volts) * const.e
tunnel_exponent = (2 * np.sqrt(2 * const.m_e * barrier) / const.hbar
                   * void_w * 1e-9)
assert void_voltage < ionization and mean_field < strength
assert tunnel_exponent > 100

print(f"void width fraction {float(a):.1f}, height fraction {float(b):.1f}")
print(f"dielectric permittivity {float(kd):.1f}, void 1.0 (relative)")
print(f"series k of the levels crossing the void: {k_slab} = "
      f"{float(k_slab):.4f}")
print(f"parallel k of the void columns: {k_middle} = {float(k_middle):.4f}")
print(f"lower bound k_L = {k_low} = {KL:.4f}")
print(f"upper bound k_U = {k_high} = {KU:.4f}")
print(f"bracket width k_U-k_L = {KU - KL:.4f}")
print(f"void area fraction {float(void_fraction):.2f}")
print(f"area-only mixing: series {float(k_series):.4f}, "
      f"parallel {float(k_parallel):.4f}")
print("finite-element k_eff (lower, upper) for centred void:")
for ratio, (lo, hi) in zip(aspects, scan):
    print(f"  h/s = {ratio:g}: {lo:.4f}, {hi:.4f}")
print(f"example: spacing {s:.0f} nm, height {h:.0f} nm, line width {w:.0f} nm")
print(f"void {void_w:.0f} nm x {void_h:.0f} nm; side layers {wall:.0f} nm, "
      f"top and bottom layers {cap_layer:.0f} nm")
print(f"example k_eff enclosure: {ex_lo:.5f} to {ex_hi:.5f}")
print(f"example k_eff (middle of enclosure) = {k_ex:.4f}")
print("off-centre void: side layers 2 and 14 nm, bottom 12 nm, top 4 nm")
print(f"off-centre k_eff enclosure: {off_lo:.5f} to {off_hi:.5f}")
print(f"fringe-free capacitance with void = {c_example:.2f} aF/um")
print(f"its bounds = {KL*h/s*to_aF_um:.2f} to {KU*h/s*to_aF_um:.2f} aF/um")
print(f"fringe-free capacitance without void = {c_solid:.2f} aF/um")
print(f"fringe-free reduction = {100*(1-c_example/c_solid):.1f} %")
print(f"voltage between lines = {volts:.1f} V")
print(f"voltage across void at mid-height = {void_voltage:.3f} V")
print(f"mean void field at mid-height = {void_field:.3f} MV/cm")
print(f"void field from flux-wall circuit = {tube_field:.3f} MV/cm")
print(f"mean gap field = {mean_field:.3f} MV/cm")
print("NEGLECTED EFFECTS")
print(f"with fringe: capacitance per gap, void = {cap_void*to_aF_um:.1f} aF/um")
print(f"with fringe: capacitance per gap, solid = {cap_solid*to_aF_um:.1f} "
      "aF/um")
print(f"with fringe: total effective permittivity = {k_total:.3f}")
print(f"excess over fringe-free value, share of total = "
      f"{100*fringe_part:.1f} %")
print(f"flat-strip check C'/eps0: elements {strip_cap:.4f}, "
      f"elliptic {strip_exact:.4f}")
print(f"k_eff with {liner:.0f} nm liners of k=5 = {k_liner:.4f}")
print(f"k_eff with side layers 1 nm thicker = {k_thick:.4f}")
print(f"k_eff shift for dielectric k +1 % = {k_warm-k_ex:.4f}")
print(f"k_eff shift for air (k=1.0006) in void = {k_air-k_ex:.5f}")
print(f"rough dielectric strength = {strength:.0f} MV/cm; "
      f"strength/mean gap field = {strength/mean_field:.0f}")
print(f"rough gas ionization energy = {ionization:.0f} eV")
print(f"rough work function = {work_function:.1f} eV; "
      f"lowest barrier used = {work_function-volts:.1f} eV")
print(f"tunnelling exponent across void = {tunnel_exponent:.0f}")
print("finished without a failed check")
```

Printed output:

```
void width fraction 0.6, height fraction 0.8
dielectric permittivity 3.0, void 1.0 (relative)
series k of the levels crossing the void: 15/11 = 1.3636
parallel k of the void columns: 7/5 = 1.4000
lower bound k_L = 93/55 = 1.6909
upper bound k_U = 105/59 = 1.7797
bracket width k_U-k_L = 0.0888
void area fraction 0.48
area-only mixing: series 1.5306, parallel 2.0400
finite-element k_eff (lower, upper) for centred void:
  h/s = 0.01: 1.7792, 1.7792
  h/s = 0.1: 1.7750, 1.7752
  h/s = 0.5: 1.7570, 1.7573
  h/s = 1: 1.7389, 1.7392
  h/s = 2: 1.7197, 1.7201
  h/s = 5: 1.7030, 1.7033
  h/s = 100: 1.6915, 1.6916
example: spacing 40 nm, height 80 nm, line width 40 nm
void 24 nm x 64 nm; side layers 8 nm, top and bottom layers 8 nm
example k_eff enclosure: 1.71972 to 1.72011
example k_eff (middle of enclosure) = 1.7199
off-centre void: side layers 2 and 14 nm, bottom 12 nm, top 4 nm
off-centre k_eff enclosure: 1.72647 to 1.72679
fringe-free capacitance with void = 30.46 aF/um
its bounds = 29.94 to 31.51 aF/um
fringe-free capacitance without void = 53.13 aF/um
fringe-free reduction = 42.7 %
voltage between lines = 1.0 V
voltage across void at mid-height = 0.818 V
mean void field at mid-height = 0.341 MV/cm
void field from flux-wall circuit = 0.341 MV/cm
mean gap field = 0.250 MV/cm
NEGLECTED EFFECTS
with fringe: capacitance per gap, void = 58.7 aF/um
with fringe: capacitance per gap, solid = 81.0 aF/um
with fringe: total effective permittivity = 2.173
excess over fringe-free value, share of total = 48.1 %
flat-strip check C'/eps0: elements 0.5014, elliptic 0.5000
k_eff with 2 nm liners of k=5 = 1.7630
k_eff with side layers 1 nm thicker = 1.7763
k_eff shift for dielectric k +1 % = 0.0086
k_eff shift for air (k=1.0006) in void = 0.00051
rough dielectric strength = 5 MV/cm; strength/mean gap field = 20
rough gas ionization energy = 12 eV
rough work function = 4.5 eV; lowest barrier used = 3.5 eV
tunnelling exponent across void = 460
finished without a failed check
```
